# Kane's Nonparabolic Conduction Band: Energy, Velocity, Masses and Density of States: test program

```python
"""Nonparabolic conduction band of the Kane model.

Result under test, with E measured from the conduction edge:
    E (1 + alpha E) = hbar^2 k^2 / (2 m*)          through order E^2,
    velocity       = hbar k / (m* (1 + 2 alpha E)),
    momentum mass  = m* (1 + 2 alpha E),
    density of states = (2 m*/hbar^2)^(3/2) / (2 pi^2)
                        * sqrt(E (1 + alpha E)) * (1 + 2 alpha E).
Symbols: Eg gap, so spin-orbit splitting, Ep = 2 m0 P^2 / hbar^2 with P the
s-p momentum matrix element, m* in units of the free mass m0.
free = 1 keeps the term hbar^2 k^2 / (2 m0), free = 0 drops it.
Energies are in eV, lengths in nm. The reference is direct diagonalization
of the eight-band matrix; remote bands are left out of the model.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar

C = const.hbar**2 / (2 * const.m_e) / const.e * 1e18   # hbar^2/2m0, eV nm^2
TO_SPEED = const.e * 1e-9 / const.hbar                 # eV nm -> m/s
X_AXIS = np.array([1.0, 0.0, 0.0])
Y_AXIS = np.array([0.0, 1.0, 0.0])
OBLIQUE = np.array([1.0, 2.0, 2.0]) / 3.0

PAULI = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
LEVI = np.zeros((3, 3, 3))
for a, b, c in [(0, 1, 2), (1, 2, 0), (2, 0, 1)]:
    LEVI[a, b, c] = 1.0
    LEVI[a, c, b] = -1.0


def levels(kvec, Eg, so, Ep, free=1.0):
    """Eight eigenvalues, measured from the valence top, for k vectors."""
    kvec = np.asarray(kvec, dtype=float)
    H0 = np.kron(np.diag([Eg, -so / 3, -so / 3, -so / 3]), np.eye(2))
    H0 = H0.astype(complex)
    for axis in range(3):
        H0[2:, 2:] += so / 3 * np.kron(-1j * LEVI[axis], PAULI[axis])
    V = np.zeros((3, 8, 8), dtype=complex)
    for axis in range(3):
        orbital = np.zeros((4, 4), dtype=complex)
        orbital[0, axis + 1] = 1j * np.sqrt(Ep * C)
        orbital[axis + 1, 0] = -1j * np.sqrt(Ep * C)
        V[axis] = np.kron(orbital, np.eye(2))
    k2 = np.sum(kvec**2, axis=-1)
    H = H0 + np.tensordot(kvec, V, axes=1)
    H = H + free * C * k2[..., None, None] * np.eye(8)
    return np.linalg.eigvalsh(H)


def band(kvec, model):
    """Conduction energy above the band edge from diagonalization."""
    return levels(kvec, *model)[..., -1] - model[0]


def slope(k, model, h=1e-4):
    return (band((k + h) * X_AXIS, model)
            - band((k - h) * X_AXIS, model)) / (2 * h)


def curvature(k, model, direction, h=1e-3):
    base = k * X_AXIS
    return (band(base + h * direction, model) - 2 * band(base, model)
            + band(base - h * direction, model)) / h**2


def edge_mass(Eg, so, Ep, free=1.0):
    return 1 / (free + Ep / 3 * (2 / Eg + 1 / (Eg + so)))


def alpha_interband(Eg, so):
    return (2 / Eg**2 + 1 / (Eg + so)**2) / (2 / Eg + 1 / (Eg + so))


def alpha_full(Eg, so, Ep, free=1.0):
    m = edge_mass(Eg, so, Ep, free)
    return (1 - free * m)**2 * alpha_interband(Eg, so)


def law_energy(k, m, alpha):
    return (np.sqrt(1 + 4 * alpha * C * k**2 / m) - 1) / (2 * alpha)


def law_k(E, m, alpha):
    return np.sqrt(m * E * (1 + alpha * E) / C)


def law_speed(E, m, alpha):
    mass = m * const.m_e
    return (np.sqrt(2 * E * const.e * (1 + alpha * E) / mass)
            / (1 + 2 * alpha * E))


def law_dos(E, m, alpha):
    return ((m / C)**1.5 / (2 * np.pi**2) * np.sqrt(E * (1 + alpha * E))
            * (1 + 2 * alpha * E))


# Secular relation, isotropy and spin degeneracy, all eight levels
for Eg, so, Ep in [(0.4, 0.4, 20.0), (1.5, 0.3, 25.0), (0.3, 0.9, 8.0)]:
    for direction in (X_AXIS, OBLIQUE):
        k = 0.5
        shifted = levels(k * direction, Eg, so, Ep) - C * k**2
        w = Ep * C * k**2
        cubic = np.roots([1, so - Eg, -Eg * so - w, -2 * so * w / 3]).real
        expected = np.sort(np.concatenate([cubic, cubic, [0.0, 0.0]]))
        assert np.allclose(shifted, expected, atol=1e-10)

# Edge mass and alpha from small-k extrapolation of the diagonalized band
for model in [(0.4, 0.4, 20.0, 1.0), (1.5, 0.3, 25.0, 1.0),
              (1.5, 3.0, 2.0, 1.0), (0.5, 5.0, 10.0, 0.0)]:
    m, alpha = edge_mass(*model), alpha_full(*model)
    k_big = np.sqrt(1e-3 * model[0] * m / C)
    inverse_mass, alpha_seen = [], []
    for k in (k_big, k_big / np.sqrt(2)):
        E = band(k * OBLIQUE, model)
        inverse_mass.append(E / (C * k**2))
        alpha_seen.append((C * k**2 / m / E - 1) / E)
    assert abs((2 * inverse_mass[1] - inverse_mass[0]) * m - 1) < 1e-5
    assert abs((2 * alpha_seen[1] - alpha_seen[0]) / alpha - 1) < 1e-4

# The law is exact for zero or infinite splitting, not in between
for so, exact in [(0.0, True), (1e6, True), (1.0, False)]:
    model = (1.0, so, 20.0, 0.0)
    m = edge_mass(*model)
    alpha = 1.0 if exact else alpha_interband(1.0, so)
    E = band(1.5 * OBLIQUE, model)
    residual = abs(E * (1 + alpha * E) * m / (C * 1.5**2) - 1)
    assert (residual < 1e-5) if exact else (residual > 1e-3)

# Smallest possible interband alpha in units of 1/Eg
lowest = minimize_scalar(lambda x: alpha_interband(1.0, x),
                         bounds=(0.01, 20), method="bounded",
                         options={"xatol": 1e-9})
bound = 2 * np.sqrt(6) - 4
assert abs(lowest.fun - bound) < 1e-8

# Velocity and masses by finite differences where the law is exact
limit = (0.4, 0.0, 20.0, 0.0)
m_lim, a_lim = edge_mass(*limit), 1 / limit[0]
for k in (0.1, 0.3, 0.6):
    E = band(k * X_AXIS, limit)
    s = 1 + 2 * a_lim * E
    dE = slope(k, limit)
    assert abs(dE * TO_SPEED / law_speed(E, m_lim, a_lim) - 1) < 1e-6
    assert abs(2 * C * k / dE / (m_lim * s) - 1) < 1e-6
    along = 2 * C / curvature(k, limit, X_AXIS)
    across = 2 * C / curvature(k, limit, Y_AXIS)
    assert abs(along / (m_lim * s**3) - 1) < 1e-3
    assert abs(across / (m_lim * s) - 1) < 1e-3
ceiling_lim = np.sqrt(const.e / (2 * a_lim * m_lim * const.m_e))
assert abs(slope(50.0, limit) * TO_SPEED / ceiling_lim - 1) < 1e-4

# Worked model
Eg, so, Ep = 0.40, 0.40, 20.0
model = (Eg, so, Ep, 1.0)
m, alpha = edge_mass(*model), alpha_full(*model)

# Density of states by counting plane-wave states in a periodic cube
box, n_max = 1500.0, 80
n = np.arange(-n_max, n_max + 1)
squares = (n[:, None, None]**2 + n[None, :, None]**2
           + n[None, None, :]**2).ravel()
multiplicity = np.bincount(squares)[:n_max**2 + 1]
k_box = 2 * np.pi / box * np.sqrt(np.arange(n_max**2 + 1))
E_low, E_high = 0.08, 0.12


def count_states(which):
    E = band(k_box[:, None] * X_AXIS, which)
    assert E[-1] > E_high
    window = 2 * multiplicity[(E > E_low) & (E <= E_high)].sum() / box**3
    below = 2 * multiplicity[E <= E_high].sum() / box**3
    return window, below


window_lim, below_lim = count_states(limit)
integral_lim = quad(law_dos, E_low, E_high, args=(m_lim, a_lim))[0]
sphere_lim = law_k(E_high, m_lim, a_lim)**3 / (3 * np.pi**2)
# tolerance: surface noise of counting lattice points in a sphere
assert abs(window_lim / integral_lim - 1) < 5e-3
assert abs(below_lim / sphere_lim - 1) < 5e-3
window_full, _ = count_states(model)
integral_law = quad(law_dos, E_low, E_high, args=(m, alpha))[0]
integral_par = quad(law_dos, E_low, E_high, args=(m, 0.0))[0]
assert abs(window_full / integral_law - 1) < 0.03

# At fixed k the error of the law starts as the sixth power of k
k_small = np.sqrt(0.002 * m / C)
errors = [law_energy(k, m, alpha) - band(k * X_AXIS, model)
          for k in (k_small, k_small / 2)]
assert abs(errors[0] / errors[1] / 64 - 1) < 0.05

print(f"hbar^2/2m0 = {C:.6f} eV nm^2")
print(f"Eg = {Eg:.2f} eV, Delta = {so:.2f} eV, Ep = {Ep:.1f} eV")
print(f"edge mass m* = {m:.5f} m0")
print(f"interband alpha = {alpha_interband(Eg, so):.4f} 1/eV")
print(f"factor (1 - m*/m0)^2 = {(1 - m)**2:.4f}")
print(f"alpha = {alpha:.4f} 1/eV")
print(f"1/Eg = {1 / Eg:.4f} 1/eV")
print(f"alpha*Eg = {alpha * Eg:.4f}")
print(f"lowest interband alpha*Eg = {bound:.4f} at Delta/Eg = {lowest.x:.4f}")
print("Energy in eV at fixed k: parabolic, law, law with 1/Eg, eight-band")
for k in (0.1, 0.2, 0.4, 0.8):
    parabolic = C * k**2 / m
    law, simple = law_energy(k, m, alpha), law_energy(k, m, 1 / Eg)
    full = band(k * OBLIQUE, model)
    assert abs(law - full) < abs(simple - full) < abs(parabolic - full)
    print(f"k = {k:.1f} 1/nm: {parabolic:.5f} {law:.5f} "
          f"{simple:.5f} {full:.5f}")
    print(f"  error of law {100 * (law / full - 1):.3f} %, "
          f"with 1/Eg {100 * (simple / full - 1):.3f} %")

E = 0.10
s = 1 + 2 * alpha * E
k_law = law_k(E, m, alpha)
k_full = brentq(lambda q: band(q * X_AXIS, model) - E, 1e-3, 2.0,
                xtol=1e-13)
dE = slope(k_full, model)
rows = [
    ("wave number, 1/nm", law_k(E, m, 0.0), k_law, k_full),
    ("velocity, 10^6 m/s", law_speed(E, m, 0.0) / 1e6,
     law_speed(E, m, alpha) / 1e6, dE * TO_SPEED / 1e6),
    ("momentum mass, m0", m, m * s, 2 * C * k_full / dE),
    ("curvature mass, m0", m, m * s**3,
     2 * C / curvature(k_full, model, X_AXIS)),
    ("density of states, 10^18 /(eV cm^3)", law_dos(E, m, 0.0) * 1e3,
     law_dos(E, m, alpha) * 1e3, k_full**2 / (np.pi**2 * dE) * 1e3),
    ("electron density below E, 10^18 /cm^3",
     law_k(E, m, 0.0)**3 / (3 * np.pi**2) * 1e3,
     k_law**3 / (3 * np.pi**2) * 1e3, k_full**3 / (3 * np.pi**2) * 1e3),
]
print(f"At E = {E:.2f} eV: alpha*E = {alpha * E:.4f}, "
      f"1+alpha*E = {1 + alpha * E:.4f}, 1+2*alpha*E = {s:.4f}")
print("Columns: parabolic, law, eight-band")
for label, parabolic, law, full in rows:
    assert abs(law - full) < abs(parabolic - full)
    print(f"{label}: {parabolic:.4f} {law:.4f} {full:.4f}")
print(f"density-of-states ratio law/parabolic = "
      f"{law_dos(E, m, alpha) / law_dos(E, m, 0.0):.4f}")
print(f"States from {E_low:.2f} to {E_high:.2f} eV, 10^18 /cm^3:")
print(f"  counted, eight-band = {window_full * 1e3:.4f}")
print(f"  integral of law = {integral_law * 1e3:.4f}")
print(f"  integral of parabolic formula = {integral_par * 1e3:.4f}")

ceiling = np.sqrt(const.e / (2 * alpha * m * const.m_e))
fast = [slope(k, model) * TO_SPEED for k in (2.0, 4.0)]
without_free = slope(4.0, (Eg, so, Ep, 0.0)) * TO_SPEED
assert fast[1] > fast[0] > ceiling and without_free < ceiling * 1.05
print(f"velocity ceiling of law = {ceiling / 1e6:.4f} 10^6 m/s")
print(f"eight-band velocity at k = 2 1/nm: {fast[0] / 1e6:.4f} 10^6 m/s")
print(f"eight-band velocity at k = 4 1/nm: {fast[1] / 1e6:.4f} 10^6 m/s")
print(f"  same without free-electron term: "
      f"{without_free / 1e6:.4f} 10^6 m/s")
print("OK")
```

Output:

```
hbar^2/2m0 = 0.038100 eV nm^2
Eg = 0.40 eV, Delta = 0.40 eV, Ep = 20.0 eV
edge mass m* = 0.02344 m0
interband alpha = 2.2500 1/eV
factor (1 - m*/m0)^2 = 0.9537
alpha = 2.1458 1/eV
1/Eg = 2.5000 1/eV
alpha*Eg = 0.8583
lowest interband alpha*Eg = 0.8990 at Delta/Eg = 1.2247
Energy in eV at fixed k: parabolic, law, law with 1/Eg, eight-band
k = 0.1 1/nm: 0.01626 0.01573 0.01564 0.01573
  error of law -0.010 %, with 1/Eg -0.527 %
k = 0.2 1/nm: 0.06502 0.05784 0.05692 0.05791
  error of law -0.116 %, with 1/Eg -1.706 %
k = 0.4 1/nm: 0.26009 0.18592 0.17952 0.18735
  error of law -0.761 %, with 1/Eg -4.176 %
k = 0.8 1/nm: 1.04038 0.50125 0.47539 0.51526
  error of law -2.718 %, with 1/Eg -7.737 %
At E = 0.10 eV: alpha*E = 0.2146, 1+alpha*E = 1.2146, 1+2*alpha*E = 1.4292
Columns: parabolic, law, eight-band
wave number, 1/nm: 0.2480 0.2733 0.2729
velocity, 10^6 m/s: 1.2251 0.9447 0.9512
momentum mass, m0: 0.0234 0.0335 0.0332
curvature mass, m0: 0.0234 0.0684 0.0651
density of states, 10^18 /(eV cm^3): 7.7295 12.1743 12.0500
electron density below E, 10^18 /cm^3: 0.5153 0.6898 0.6862
density-of-states ratio law/parabolic = 1.5750
States from 0.08 to 0.12 eV, 10^18 /cm^3:
  counted, eight-band = 0.4828
  integral of law = 0.4876
  integral of parabolic formula = 0.3087
velocity ceiling of law = 1.3224 10^6 m/s
eight-band velocity at k = 2 1/nm: 1.5392 10^6 m/s
eight-band velocity at k = 4 1/nm: 1.7841 10^6 m/s
  same without free-electron term: 1.3211 10^6 m/s
OK
```
